# The Stern-Geary relation from two Tafel reactions at zero net current

Q: A corroding metal left to itself passes no external current. You want to find its dissolution rate from electrical measurements near that very state. How can a zero current carry any information about a rate?

A: The zero is a difference between two currents that are not zero. The metal dissolves and leaves electrons behind; an oxidant in the solution takes them up. Let \(i_a\) be the current density of the dissolution and \(i_c\) that of the reduction, both counted as positive magnitudes. With anodic current taken as positive, the external current density is

\[
i=i_a-i_c .
\]

In a steady state the charge on the electrode does not change, so without an external current \(i_a=i_c\). The potential at which this happens is the corrosion potential \(E_{corr}\), and the common value of the two partial currents is the corrosion current density \(i_{corr}\). I take both reactions to run uniformly over the same area, so that equal currents mean equal current densities.

Q: Then the external current shows only the difference, and you want one of the two terms. You need to know how each depends on potential.

A: I assume a Tafel law for each. A positive shift of potential speeds up the dissolution and slows down the reduction:

\[
i_a=i_{0a}\,e^{(E-E_a)/\beta_a},\qquad
i_c=i_{0c}\,e^{-(E-E_c)/\beta_c}.
\]

Here \(E_a\) and \(E_c\) are the equilibrium potentials of the two reactions, measured against the same reference as \(E\), and \(i_{0a}\), \(i_{0c}\) are their exchange current densities. The positive constants \(\beta_a\) and \(\beta_c\) are the potential changes that alter a partial current by a factor \(e\). Tafel slopes are usually given per factor of ten. Since \(10^{E/b}=e^{E\ln 10/b}\), the two are related by \(\beta=b/\ln 10\).

These laws leave out the reverse of each reaction: redeposition of the metal and reoxidation of the reduced species. They also assume that transport in the solution does not limit the rates and that no surface film changes with potential.

Q: Could there be several potentials at which the two currents balance?

A: Not in this model. The current \(i_a\) rises strictly with \(E\), and \(i_c\) falls strictly, so \(i\) rises strictly. It runs from large negative to large positive values and therefore crosses zero once. To find the crossing, set the logarithms of the partial currents equal:

\[
\ln i_{0a}+\frac{E_{corr}-E_a}{\beta_a}
=\ln i_{0c}-\frac{E_{corr}-E_c}{\beta_c}.
\]

The currents inside logarithms are numbers in one common unit. Multiply by \(\beta_a\beta_c\) and collect the terms in \(E_{corr}\) on the left:

\[
(\beta_a+\beta_c)E_{corr}
=\beta_a\beta_c\ln\frac{i_{0c}}{i_{0a}}+\beta_cE_a+\beta_aE_c .
\]

Division by \(\beta_a+\beta_c\) gives \(E_{corr}\). For the current, write each Tafel law at \(E_{corr}\) and multiply its logarithm by its own \(\beta\):

\[
\beta_a\ln i_{corr}=\beta_a\ln i_{0a}+E_{corr}-E_a,
\]
\[
\beta_c\ln i_{corr}=\beta_c\ln i_{0c}-E_{corr}+E_c .
\]

In the sum \(E_{corr}\) cancels:

\[
\ln i_{corr}=\frac{\beta_a\ln i_{0a}+\beta_c\ln i_{0c}+E_c-E_a}{\beta_a+\beta_c}.
\]

Q: Put numbers in, so that I can see the sizes.

A: Take round model parameters that stand for no particular metal: \(b_a=60\) mV and \(b_c=120\) mV per decade, both exchange current densities 1 µA/cm², \(E_a=-0.40\) V and \(E_c=0\). Then \(\beta_a=26.058\) mV and \(\beta_c=52.115\) mV, with the sum 78.173 mV. The logarithm of the ratio of exchange currents is zero, so

\[
E_{corr}=\frac{52.115\times(-0.40)}{78.173}\ \text{V}=-0.2667\ \text{V}.
\]

In units of µA/cm² the logarithms of the exchange currents vanish as well, and

\[
\ln i_{corr}=\frac{400}{78.173}=5.117,\qquad i_{corr}=166.8\ \text{µA/cm}^2=1.668\ \text{A/m}^2 .
\]

Q: That calculation used exchange currents and equilibrium potentials. On a real corroding surface I would know neither. What use is it?

A: They can be removed by measuring the potential from \(E_{corr}\). Let \(\eta=E-E_{corr}\). The anodic law splits into two factors,

\[
i_a=i_{0a}e^{(E_{corr}-E_a)/\beta_a}\,e^{\eta/\beta_a}=i_{corr}e^{\eta/\beta_a},
\]

because the first factor is \(i_a\) at the corrosion potential. In the same way \(i_c=i_{corr}e^{-\eta/\beta_c}\). Hence

\[
i(\eta)=i_{corr}\left(e^{\eta/\beta_a}-e^{-\eta/\beta_c}\right).
\]

The four unknown constants now enter through \(i_{corr}\) and \(E_{corr}\) alone. The condition of zero net current is what allows one common prefactor.

Q: At \(\eta=0\) the bracket is zero, whatever \(i_{corr}\) is. We are back at my first objection.

A: The value is zero, but the slope is not. Differentiate:

\[
\frac{di}{d\eta}=i_{corr}\left(\frac{1}{\beta_a}e^{\eta/\beta_a}+\frac{1}{\beta_c}e^{-\eta/\beta_c}\right).
\]

The second sign is positive because the minus sign in front of the cathodic term meets the minus sign from its exponent. Physically, a small positive shift increases the dissolution and decreases the reduction, and both changes make the net current more anodic. The currents cancel while their responses add.

The polarisation resistance is defined as \(R_p=(dE/di)\) at \(E_{corr}\). It is referred to unit area and has the unit Ω cm². Since \(dE=d\eta\), setting \(\eta=0\) gives

\[
\frac{1}{R_p}=i_{corr}\left(\frac1{\beta_a}+\frac1{\beta_c}\right)
=i_{corr}\,\frac{\beta_a+\beta_c}{\beta_a\beta_c}.
\]

Solve for the corrosion current and insert \(\beta=b/\ln10\). The numerator then carries \((\ln10)^{-2}\) and the denominator \((\ln10)^{-1}\), so one factor \(\ln 10\) remains below:

\[
i_{corr}=\frac{B}{R_p},\qquad
B=\frac{\beta_a\beta_c}{\beta_a+\beta_c}
=\frac{b_ab_c}{\ln10\,(b_a+b_c)} .
\]

This is the Stern-Geary relation. No small quantity has been dropped after the Tafel laws were adopted; within them it is exact for the slope at \(E_{corr}\).

Q: Does it return the current you computed before?

A: For the example,

\[
B=\frac{60\times120}{2.3026\times180}\ \text{mV}=17.37\ \text{mV}.
\]

The slope of the net curve, taken by numerical differentiation, gives \(R_p=104.14\) Ω cm². Then \(B/R_p=0.017372\ \text{V}/104.14\ \Omega\,\text{cm}^2=166.8\) µA/cm², as before. The same test on four sets of slopes and exchange currents leaves a largest relative deviation of about \(10^{-10}\).

Q: You knew the partial currents. An experimenter sees the net curve alone.

A: The net curve is enough in this model. Far on the positive side the cathodic current is smaller than the anodic one by the factor \(e^{-\eta(1/\beta_a+1/\beta_c)}\). At \(\eta=0.25\) V the exponent is \(-0.25\times57.56=-14.4\), and the factor is below \(10^{-6}\). There \(\log_{10}i\) is a straight line in \(E\) with slope \(1/b_a\). On the far negative side the net current is negative, and the logarithm of its magnitude, \(\log_{10}|i|\), has the slope \(-1/b_c\). Lines fitted to these distant branches return 60.000 and 120.000 mV per decade, and they cross at 166.81 µA/cm². This agrees with the value from the slope at \(E_{corr}\), which was read from a different part of the curve. The agreement is a property of the two Tafel laws carried far out. At \(\eta=0.25\) V the anodic current is already \(166.8\,e^{9.59}\) µA/cm², about 2.4 A/cm². At \(\eta=-0.25\) V the potential is \(-0.517\) V, below \(E_a\), where the neglected redeposition of the metal adds to the cathodic branch. A real electrode would not give such clean lines.

Q: If the extrapolation gives \(i_{corr}\) directly, why bother with \(R_p\)?

A: The extrapolation needs large excursions of potential, where the current is many times \(i_{corr}\) and the assumptions on transport and on an unchanged surface are put under strain. The slope needs a small excursion. The price is that \(R_p\) alone does not fix the rate: \(B\) must come from elsewhere.

Q: How badly does a wrong Tafel slope hurt?

A: Start from \(1/B=1/\beta_a+1/\beta_c\) and take small changes. The left side changes by \(-\delta B/B^2\), the right side by \(-\delta\beta_a/\beta_a^2-\delta\beta_c/\beta_c^2\). Multiplying by \(-B\) gives

\[
\frac{\delta B}{B}=\frac{B}{\beta_a}\frac{\delta\beta_a}{\beta_a}
+\frac{B}{\beta_c}\frac{\delta\beta_c}{\beta_c}.
\]

The two weights add up to one. In the example they are \(17.37/26.06=0.67\) and \(17.37/52.12=0.33\). To first order, an error of 10 % in \(b_a\) shifts the inferred current by 6.7 %, and the same relative error in \(b_c\) shifts it by 3.3 %. The smaller Tafel slope matters more, because the more steeply varying reaction supplies more of the response.

The same care is needed when an inhibitor is judged by its effect on \(R_p\). With labels 1 and 2 for the surface without and with inhibitor,

\[
\frac{i_{corr,2}}{i_{corr,1}}=\frac{B_2}{B_1}\,\frac{R_{p,1}}{R_{p,2}} .
\]

The ratio of resistances is the ratio of rates if \(B\) has stayed the same.

Q: What if the reduction is limited by supply of the oxidant? You excluded that.

A: One limit is simple. Suppose the cathodic current has a constant value \(i_L\), independent of potential. Then \(i=i_{corr}e^{\eta/\beta_a}-i_L\), and zero net current at \(\eta=0\) requires \(i_{corr}=i_L\). The slope there is \(i_{corr}/\beta_a\), so \(B=\beta_a\). The general formula gives the same when \(\beta_c\to\infty\). With the anodic slope of the example, \(B\) would be 26.06 mV instead of 17.37 mV. Using the smaller value on such a surface would give two thirds of the true current.

Q: A derivative is a limit. A potentiostat applies a finite step, say 10 mV. What is the error?

A: Expand the two exponentials of the net current in powers of \(\eta\). The constants cancel, and

\[
\frac{i(\eta)}{\eta}=i_{corr}\left[\frac1{\beta_a}+\frac1{\beta_c}
+\frac{\eta}{2}\left(\frac1{\beta_a^2}-\frac1{\beta_c^2}\right)
+\frac{\eta^2}{6}\left(\frac1{\beta_a^3}+\frac1{\beta_c^3}\right)+\dots\right].
\]

Using this chord in place of \(1/R_p\) gives an apparent corrosion current \(B\,i(\eta)/\eta\). Multiplication by \(B\) divides the bracket by \(1/\beta_a+1/\beta_c\). With \(p^2-q^2=(p+q)(p-q)\) and \(p^3+q^3=(p+q)(p^2-pq+q^2)\), the error relative to the true \(i_{corr}\) is

\[
\frac{\eta}{2}\left(\frac1{\beta_a}-\frac1{\beta_c}\right)
+\frac{\eta^2}{6}\left(\frac1{\beta_a^2}-\frac1{\beta_a\beta_c}+\frac1{\beta_c^2}\right)+\dots
\]

For \(\eta=+10\) mV the first term is \(0.005\times(38.376-19.188)=0.096\), or 9.6 %. The net current is 107.16 µA/cm², so the apparent value is \(17.372\times107.16/10=186.2\) µA/cm², which is 11.6 % too high. For \(-10\) mV the current is \(-88.45\) µA/cm² and the apparent value is 7.9 % too low.

Q: The leading term promised plus and minus 9.6 %. You got \(+11.6\) and \(-7.9\).

A: The second term has the same sign for both steps. It equals 1.84 % and lifts both errors: \(9.59+1.84=11.43\) and \(-9.59+1.84=-7.75\). The small rest comes from higher terms.

This also shows a remedy. Measure at \(+\eta\) and \(-\eta\) and use the chord between the two points. Its slope is the mean of the two one-sided chords, so every odd term in the error cancels. The error for \(\pm10\) mV is then 1.85 %, against 1.84 % from the leading term. When the step is halved, what remains beyond the leading term falls by a factor 4.03 for one-sided steps (from 2 to 1 mV) and 16.04 for two-sided ones (from 10 to 5 mV). The expansion predicts factors near 4 and 16.

Q: Is the two-sided error always an overestimate?

A: Within the two Tafel laws, yes. Half the difference of the two currents is

\[
\frac{i(\eta)-i(-\eta)}{2}=i_{corr}\left(\sinh\frac{\eta}{\beta_a}+\sinh\frac{\eta}{\beta_c}\right).
\]

For positive \(x\), \(\sinh x>x\), so the chord is steeper than the tangent for every finite step.

Q: I still distrust the neglect of the reverse reactions. Near its equilibrium potential a reaction runs both ways.

A: Then keep both directions. Let each reaction transfer \(n\) electrons, and let its rate-determining step occur once per overall reaction. The forward and reverse rates then differ by the factor \(e^{fx}\), where \(x\) is the distance from the equilibrium potential in the forward direction and \(f=nF/RT\), with \(F\) the Faraday constant, \(R\) the gas constant and \(T\) the temperature. For the metal \(x=E-E_a\), and its net current density is

\[
j_a=i_{0a}e^{x/\beta_a}\left(1-e^{-fx}\right).
\]

It vanishes at equilibrium, as it must. Its logarithmic slope is

\[
\frac{d\ln j_a}{dE}=\frac1{\beta_a}+\frac{f e^{-fx}}{1-e^{-fx}}
=\frac1{\beta_a}+\frac{f}{e^{fx}-1}.
\]

For the oxidant the forward distance is \(y=E_c-E\), and \(j_c=i_{0c}e^{y/\beta_c}(1-e^{-fy})\). Since \(dy=-dE\),

\[
\frac{d\ln j_c}{dE}=-\frac1{\beta_c}-\frac{f}{e^{fy}-1}.
\]

The corrosion current is now the net metal loss, \(i_{corr}=j_a=j_c\) at \(E_{corr}\). Because \(dj/dE=j\,d\ln j/dE\), the slope of \(i=j_a-j_c\) is

\[
\frac1{R_p}=i_{corr}\left[\frac1{\beta_a}+\frac1{\beta_c}
+\frac{f}{e^{f(E_{corr}-E_a)}-1}+\frac{f}{e^{f(E_c-E_{corr})}-1}\right].
\]

For corrosion to proceed, \(E_{corr}\) must lie between \(E_a\) and \(E_c\): above \(E_a\) the metal has a net dissolution, and below \(E_c\) the oxidant has a net reduction. Both added terms are therefore positive, and \(B/R_p\) overestimates \(i_{corr}\).

Q: By how much in your example?

A: Take \(n=2\) for both reactions and \(T=298.15\) K, so that \(f=77.84\) V⁻¹ and \(1/f=12.85\) mV. The corrosion potential lies 0.133 V above \(E_a\), about ten times \(1/f\). The overestimate is 0.004 %, and the Tafel treatment is safe. Now bring the equilibrium potentials together and keep everything else:

- gap \(E_c-E_a=0.20\) V: overestimate 0.8 %;
- gap 0.10 V: overestimate 11 %;
- gap 0.05 V: overestimate 52 %.

In the last case \(E_{corr}=-0.0307\) V, so the distances are 0.0193 V from \(E_a\) and 0.0307 V from \(E_c\). The added terms are about 22 and 8 V⁻¹, and their sum times \(B\) is \(30\times0.01737=0.52\). The reaction nearer to its equilibrium, here the metal, contributes most of the error. The true corrosion current is 1.64 µA/cm², while \(B/R_p\) gives \(0.017372/6979\) A/cm², or 2.49 µA/cm².

Q: And if the gap closes altogether?

A: Then \(x\) and \(y\) both tend to zero, and \(e^{fx}-1\) tends to \(fx\). The net currents become \(j_a\approx i_{0a}fx\) and \(j_c\approx i_{0c}fy\), so the corrosion current tends to zero. The slope does not:

\[
\frac1{R_p}\to\frac{j_a}{x}+\frac{j_c}{y}=f\,(i_{0a}+i_{0c}).
\]

The resistance then measures the two-way exchange at equilibrium, and a finite \(R_p\) is no evidence of metal loss. The relation needs \(E_{corr}\) to be well away from both equilibrium potentials. A reaction at distance \(d\) from its equilibrium adds a relative error \(Bf/(e^{fd}-1)\). In the example \(Bf=1.35\), which gives 7 % at \(d=3/f\) and 0.9 % at \(d=5/f\), and a larger \(B\) gives more. A wide gap alone does not secure this, because the exchange currents also place \(E_{corr}\). Making \(i_{0a}\) a thousand times larger shifts the Tafel value of \(E_{corr}\) by \(-B\ln1000=-0.120\) V, which leaves it only about \(1/f\) above \(E_a\) at the gap of 0.40 V.

Q: Suppose that holds. What else in the measurement could spoil the slope?

A: A series resistance is the plainest case. If the solution between electrode and reference has an uncompensated resistance \(R_s\), also referred to unit area, the applied potential is \(E+iR_s\). Its derivative with respect to \(i\) is \(R_p+R_s\). Treated as \(R_p\), this gives \(B/(R_p+R_s)\), which is too small by the factor \(R_p/(R_p+R_s)\). The relative error is worst for fast corrosion, where \(R_p\) is small.

A surface that responds to the potential is harder to correct. If the current also depends on a coverage \(\theta\) that follows the potential, the steady slope is

\[
\frac{di}{dE}=\left(\frac{\partial i}{\partial E}\right)_\theta
+\left(\frac{\partial i}{\partial\theta}\right)_E\frac{d\theta}{dE}.
\]

If \(B\) is built from Tafel slopes that hold at fixed coverage, it accounts for the first term only. The second can have either sign, so without knowledge of the film one cannot then say whether \(B/R_p\) is too high or too low. The derivation uses only the logarithmic slopes of the two partial currents at \(E_{corr}\), so it still holds if \(B\) is built from steady-state slopes that include the change of coverage. The difficulty is that these slopes may differ from those measured far from \(E_{corr}\) or on a faster time scale.

The main values used in these answers are listed in the numerical output; the others follow from them by the arithmetic shown.

## Computed values

```
INPUTS
Tafel slopes b_a, b_c: 60, 120 mV/decade
equilibrium potentials E_a, E_c: -0.40, 0.00 V
exchange current densities: 1.0, 1.0 uA/cm^2
temperature: 298.15 K; electrons n: 2
TAFEL MODEL
beta_a, beta_c: 26.058, 52.115 mV
1/beta_a, 1/beta_c: 38.376, 19.188 1/V
B: 17.372 mV
E_corr: -0.2667 V
i_corr from partial current: 166.81 uA/cm^2
i_corr converted: 1.6681 A/m^2
R_p from numerical slope: 104.141 ohm cm^2
B/R_p: 166.81 uA/cm^2
largest relative deviation, 4 cases: 9.3e-11
EXTRAPOLATION OF DISTANT BRANCHES
fitted b_a, b_c: 60.000, 120.000 mV/decade
i_corr from crossing: 166.81 uA/cm^2
FINITE STEPS: relative error of apparent i_corr
net current at +10 mV: +107.16 uA/cm^2
  one-sided error: +11.60 %, leading term +9.59 %
net current at -10 mV: -88.45 uA/cm^2
  one-sided error: -7.89 %, leading term -9.59 %
two-sided 10 mV error: +1.853 %, leading term +1.841 %
remainder ratio, one-sided 2 mV to 1 mV: 4.033
remainder ratio, two-sided 10 mV to 5 mV: 16.041
REVERSE CURRENTS KEPT
f = nF/RT: 77.843 1/V; 1/f: 12.846 mV
gap E_c-E_a 0.40 V: E_corr -0.2667 V, i_corr 166.8083 uA/cm^2
  R_p 104.14 ohm cm^2, (B/R_p)/i_corr 1.00004
gap E_c-E_a 0.20 V: E_corr -0.1332 V, i_corr 12.8914 uA/cm^2
  R_p 1337.43 ohm cm^2, (B/R_p)/i_corr 1.00757
gap E_c-E_a 0.10 V: E_corr -0.0655 V, i_corr 3.4957 uA/cm^2
  R_p 4486.85 ohm cm^2, (B/R_p)/i_corr 1.10757
gap E_c-E_a 0.05 V: E_corr -0.0307 V, i_corr 1.6351 uA/cm^2
  R_p 6978.76 ohm cm^2, (B/R_p)/i_corr 1.52239
```
